Quarter-power carrier laws and the conductivity minimum of acceptor-doped oxides, part 2

An oxide crystal is in equilibrium with oxygen at pressure P, in bar. Where do its electronic and total conductivities have their minima?

A, V, n and p are the concentrations (cm⁻³) of fixed acceptors, oxygen vacancies, electrons and holes; μ_n, μ_p and μ_V are drift mobilities, and e is the positive elementary charge. E_F is the Fermi level, E_V the valence band edge, and N_C and N_v are the band densities of states. Assumptions include: (b) acceptors carry −e, vacancies +2e; (c) mobile defects are dilute and do not interact; (d) the gas is dry.

Lemma 1 (the first two laws) and neutrality give

V n² P^(1/2) = K_R, np = K_i, 2V + p = n + A.  (16)

P falls steadily as n rises. The local exponent of p in P is 1/[4 + (n + p)/V], close to 1/4 for n, p ≪ A (quarter-power regime, V ≈ A/2).

The electronic conductivity σ_el = e(μ_n n + μ_p p) has its minimum 2eS, with S = (μ_n μ_p K_i)^(1/2), where μ_n n = μ_p p (there p = p_el). In the quarter-power regime

P_el = [2K_R μ_n/(A K_i μ_p)]²,  (13)

σ_el = 2eS cosh[¼ ln(P/P_el)],  (15)

and n = p at P_cross = P_el (μ_p/μ_n)².

With a = μ_n + μ_V and b = μ_p − μ_V, the total conductivity σ obeys

σ/e = μ_n n + μ_p p + μ_V(A + n − p) = μ_V A + an + bp.  (21)

If b > 0 and p* − n* < A, its minimum is at

n* = (K_i b/a)^(1/2), p* = K_i/n* = (K_i a/b)^(1/2),  (18)

σ_min = e[μ_V A + 2(K_i ab)^(1/2)],  (19)

P* = [K_R/(V* n*²)]², V* = ½(A + n* − p*).  (20)

The example has T = 1000 K, kT = 0.08617 eV, gap 2.6 eV, A = 10¹⁹ cm⁻³, N_C = N_v = 10²¹ cm⁻³, 5 × 10²² oxygen sites per cm³, K_R = 10⁴¹ cm⁻⁹ bar^(1/2), K_i = 7.881 × 10²⁸ cm⁻⁶, and μ_n, μ_p, μ_V = 0.1, 0.07, 0.0005 cm²/Vs. Its P_el is 1.31 × 10⁻¹³ bar.

### The minimum in the example, and a harder case

For the example a = 0.1005 and b = 0.0695 cm²/Vs. Hence

n* = (7.881 × 10²⁸ × 0.0695/0.1005)^(1/2) = 2.33 × 10¹⁴ cm⁻³,

p* = 3.38 × 10¹⁴ cm⁻³.

Both are far below A, so V* is A/2 to good accuracy. The conductivity at the minimum has two parts:

eμ_V A = 1.602 × 10⁻¹⁹ × 0.0005 × 10¹⁹ = 8.01 × 10⁻⁴ S/cm,

2e(K_i ab)^(1/2) = 2 × 1.602 × 10⁻¹⁹ × 2.346 × 10¹³ = 7.5 × 10⁻⁶ S/cm.

The sum is 8.09 × 10⁻⁴ S/cm. The minimum lies at 1.35 × 10⁻¹³ bar, which is 2.5 % above the electronic minimum. The electronic part is 0.9 % of the total. By (15), it grows by a factor of 1.17 one decade away from the minimum, and the total then changes by less than 0.2 %. The minimum exists, but a plot of the total conductivity would show a flat plateau.

With V* ≈ A/2 and μ_V much smaller than μ_n and μ_p, (20) reduces to P_el. A case with few acceptors and mobile vacancies shows what the full expression is needed for. Let A = 10¹⁵ cm⁻³ and μ_V = 0.02 cm²/Vs, with the other parameters unchanged. Then a = 0.12, b = 0.05 and

n*² = 7.881 × 10²⁸ × 0.05/0.12 = 3.284 × 10²⁸ cm⁻⁶,

n* = 1.81 × 10¹⁴, p* = 4.35 × 10¹⁴, V* = 3.73 × 10¹⁴ cm⁻³,

P* = [10⁴¹/(3.73 × 10¹⁴ × 3.284 × 10²⁸)]² = 6.7 × 10⁻⁵ bar.

The numerical minimization gives the same value. The simple formula for P_el gives 1.3 × 10⁻⁵ bar, too low by a factor of five.

### Corollary: the ionic plateau

Let the ionic conductivity be approximated by eμ_V A, and define

r = S/(μ_V A).  (23)

This is the ratio of either electronic partial conductivity at P_el to the ionic one. In the quarter-power regime the electron part is eS(P/P_el)^(−1/4). It equals eμ_V A where (P/P_el)^(1/4) = r. The hole part is eS(P/P_el)^(1/4) and equals eμ_V A where (P/P_el)^(1/4) = 1/r. At these two points n = μ_V A/μ_n and p = μ_V A/μ_p, so they lie in the quarter-power regime only if μ_V is much smaller than μ_n and μ_p. For μ_V ≥ μ_n the electrons never overtake the vacancies in reducing gas, since each electron brings half a vacancy with it. If μ_V ≪ μ_n, μ_p and r < 1, the ionic part exceeds each electronic part between

P_low = P_el r⁴ and P_high = P_el r^(−4).  (24)

Inserting P_el and r shows what each edge depends on:

P_low = 4K_R² μ_n⁴/(μ_V⁴ A⁶),  (25)

P_high = 4K_R² μ_V⁴ A²/(μ_p⁴ K_i⁴).  (26)

The lower edge does not contain K_i, since reduction creates electrons without any need for holes. The upper edge contains K_i to the fourth power. A larger gap, with K_R and the mobilities held fixed, therefore extends the plateau towards oxidizing gas. More acceptors extend it on both sides. That rule holds as long as the added acceptors are ionized, the vacancies stay free and their mobility does not change.

For the example

r = 2.349 × 10¹³/(5 × 10¹⁵) = 4.70 × 10⁻³, r⁴ = 4.87 × 10⁻¹⁰,

P_low = 6.4 × 10⁻²³ bar, P_high = 2.7 × 10⁻⁴ bar.

The full numerical solution gives 6.2 × 10⁻²³ and 2.66 × 10⁻⁴ bar. The small differences come from the carriers' effect on V. At the lower edge μ_n n = 2μ_V V, so n = 0.01V. Neutrality then reads 1.99V = A, and V is 0.5 % above A/2. Since n is proportional to V along this condition, P = [K_R/(Vn²)]² varies as V^(−6), which lowers the edge by 3 %. At the upper edge p = V/70, and V is 0.7 % below A/2. There P^(1/2) = K_R p²/(V K_i²) is proportional to V, so P falls by 1.4 %.

The plateau spans more than 18 decades. Its lower edge cannot be taken as a count of molecules. At 1000 K an ideal gas of 6.2 × 10⁻²³ bar would hold about 450 oxygen molecules per cubic metre. Such a pressure stands for an oxygen chemical potential, set in practice by a reacting gas mixture. Assumption (d) calls for a dry one, such as carbon monoxide with carbon dioxide. At 1000 K and a combined pressure of 1 bar of the two gases, carbon would deposit in equilibrium below about 6 × 10⁻²² bar of oxygen. To reach the lower edge without such a deposit, their combined pressure must be kept below about 0.26 bar, for instance by dilution with an inert gas.

Above the plateau, holes dominate. At 0.2 bar the electronic part is 4.10 × 10⁻³ S/cm and the total is 4.87 × 10⁻³ S/cm. The exponent of the total conductivity is not 1/4 there. Let q = 1/[4 + (n + p)/V] be the exponent of p. Then dp/d(ln P) = qp and dn/d(ln P) = −qn, and (21) gives

dσ/d(ln P) = eq(bp − an).  (27)

With q = 0.2453, p = 3.658 × 10¹⁷ cm⁻³ and negligible n,

d(ln σ)/d(ln P) = 1.602 × 10⁻¹⁹ × 0.2453 × 0.0695 × 3.658 × 10¹⁷/(4.874 × 10⁻³) = 0.205.

Numerical differentiation gives the same figure. A fitted exponent below 1/4 can thus arise from the ionic background, with the hole concentration still close to its quarter-power law.

### Remark 1: acceptors that trap holes

Of the effects estimated in these remarks, the largest comes from assumption (b), when the acceptor level is deep. An acceptor can capture a hole and become neutral. Let its level lie E_A above the valence band edge. The ratio of ionized to neutral acceptors is exp[(E_F − E_V − E_A)/kT], if degeneracy factors are taken as one. Multiplication by p = N_v exp[(E_V − E_F)/kT] removes the Fermi level:

(ionized/neutral) × p = N_v exp(−E_A/kT) ≡ K_A.

Since the two kinds add up to A, the ionized concentration is A/(1 + p/K_A). This replaces A in the neutrality condition, and (21) becomes

σ/e = an + bp + μ_V A K_A/(K_A + p).  (28)

With n = K_i/p, the derivative with respect to p is

b − aK_i/p² − μ_V A K_A/(K_A + p)².  (29)

For b > 0 this rises with p, so it has at most one zero. Since V and n both fall as p rises, P still rises steadily with p, and a minimum in p is also a minimum in P. The last term is new. Each trapped hole removes half a vacancy from the conduction and adds no mobile hole in return.

For a shallow level with E_A = 0.3 eV, K_A = 3.1 × 10¹⁹ cm⁻³. At the minimum p ≪ K_A, and the last term is μ_V A/K_A = 1.6 × 10⁻⁴ cm²/Vs, to be compared with b = 0.0695. The pressure of the total minimum rises by 0.5 %.

For a deep level with E_A = 1.0 eV, K_A = 9.1 × 10¹⁵ cm⁻³. At small p the last term is now 0.55 cm²/Vs, much larger than b. The conductivity keeps falling until nearly two thirds of the acceptors have trapped a hole. There the electron term in (29) is negligible, and the zero lies at

p = (μ_V A K_A/b)^(1/2) − K_A.  (30)

The numbers are

p = (5 × 10¹⁵ × 9.12 × 10¹⁵/0.0695)^(1/2) − 9.12 × 10¹⁵ = 1.65 × 10¹⁶ cm⁻³.

The numerical solution gives the same concentration, at a pressure of 6.1 × 10⁻⁶ bar. The minimum of the total conductivity has moved up by a factor of about 4.5 × 10⁷. At this minimum the gain in hole conduction balances the loss of vacancies caused by trapping; it is not a crossing of electron and hole conduction.

The electronic minimum hardly moves. Its condition μ_n n = μ_p p does not involve the acceptors, and p_el = 3.36 × 10¹⁴ cm⁻³ leaves a fraction 1/(1 + 0.037) of them ionized. Because P_el varies as V^(−2), it rises by the factor 1.037² = 1.075, which the numerical solution confirms.

### Remark 2: attraction between charged defects

Assumption (c) neglects the cloud of opposite charge around each defect. For weak potentials φ the mean charge density around a defect is −(e²Σz²c/kT)φ, where the sum runs over all charged defects of charge ze and concentration c. Poisson's equation then gives a potential screened over the Debye length λ, with

λ² = εkT/(e²Σz²c), φ = [ze/(4πεr)] exp(−r/λ).

Here ε is the permittivity and r, in this formula, the distance. At small r the cloud alone contributes −ze/(4πελ). Charging the defect gradually from zero in the potential of its own cloud brings a factor ½, so the energy is lowered by z²w with

w = e²/(8πελ).  (31)

A vacancy gains 4w, and an electron or a hole gains w. In Lemma 1 these gains act like lower formation energies. K_R is multiplied by exp(6w/kT), for one vacancy and two electrons, and K_i by exp(2w/kT). P_el depends on (K_R/K_i)² and is therefore multiplied by exp(8w/kT).

With a rough relative permittivity of 80 and Σz²c = 4 × 5 × 10¹⁸ + 10¹⁹ = 3 × 10¹⁹ cm⁻³, λ = 3.6 nm and w/kT = 0.029. The factor is 1.26. The sum treats the fixed acceptors as if they could rearrange. With the vacancies alone in it the factor would be 1.21, but that leaves out the fluctuating potential of the randomly placed acceptors, to which vacancies and carriers adjust. In the same linear theory this potential brings the factor back to about 1.27. A sphere of radius λ holds about three defects, too few for a smooth cloud, so this is an estimate of size. It does not include vacancies bound next to acceptors, which would lower the concentration of free ones.

### Remark 3: temperature and smaller effects

P_el is sensitive to temperature through K_R/K_i. Let the two constants vary as exp(−H_R/kT) and exp(−H_g/kT), with rough enthalpies H_R = 6.0 eV and H_g = 3.2 eV. The value H_g exceeds the gap of 2.6 eV at 1000 K because the gap shrinks on heating; a linear decrease of the gap with T contributes a constant factor to K_i. Between T and T′,

P_el(T′)/P_el(T) = exp[2(H_R − H_g)(1/T − 1/T′)/k].

For 1000 and 1010 K the factor is 1.9. The changes of mobility and of the densities of states are left out here. An error of 10 K thus shifts P_el by almost as much as the factor of 2.0 that separates P_cross from P_el in the example.

Three further effects are small. The hole concentration at 0.2 bar is 4 × 10⁻⁴ of N_v, so the valence band is not degenerate. At P_el the vacancies occupy 10⁻⁴ of the oxygen sites. A vacancy that binds one electron by an assumed 0.3 eV is singly charged with relative weight (n/N_C) exp(0.3 eV/kT), by the same level statistics as for the acceptor. At the lower edge of the plateau this is 1.6 × 10⁻³.

### Remark 4: comparison with the real material

The parameters are meant for strontium titanate with about 0.06 % of the titanium sites occupied by a shallow acceptor. The mobilities and the gap are of the usual size for 1000 K. Since P_el varies as (K_R/K_i)², an error of a factor of three in either constant shifts P_el by a factor of nine. The calculated P_el is therefore good to an order of magnitude at best. The upper edge of the plateau is less certain still: it varies as K_i^(−4), so the same error in K_i shifts it by a factor of 81. The total minimum with the 1.0 eV acceptor of Remark 1 shifts by nearly the same factor if K_A is unchanged, because (30) then fixes p independently of K_i; an error in N_v would change K_A as well. The ratio of P_cross to P_el does not suffer from this uncertainty, because it contains only the mobilities.

Real samples can break the assumption of full ionization severely. Iron, which acts as an acceptor in this oxide, has a level roughly 0.8 to 1 eV above the valence band at this temperature; the value depends on temperature and is not known precisely. For such a dopant the model with trapping applies. With the level at 1.0 eV and the other parameters of the example, it puts the total minimum at 6 × 10⁻⁶ bar, where the simple model has 10⁻¹³ bar. The size of the shift depends sharply on the exact level. The large shift sets in once μ_V A/K_A exceeds b, which for the example happens near 0.82 eV, so the model cannot place the minimum for iron without a precise level. At 0.8 eV it gives only about 2.4 × 10⁻¹² bar. There the degeneracy factors, taken as one, matter as well: if the neutral acceptor has twice as many states as the ionized one, K_A is halved and the minimum lies near 3 × 10⁻⁷ bar. In ceramics the grain boundaries add a resistance in series, which none of the formulas here contains. Observing the electronic minimum directly in a material like the example requires separating the electronic current from the ionic one, for instance with electrodes that block the ions, because the total conductivity changes too little around it.

Values computed for the example and the checks

```
Inputs: T = 1000 K, kT = 0.08617 eV, gap = 2.6 eV
N_C = N_V = 1.0e+21 cm^-3, oxygen sites = 5.0e+22 cm^-3
A = 1.0e+19 cm^-3, K_R = 1.0e+41 cm^-9 bar^(1/2)
mu_n, mu_p, mu_V = 0.1, 0.07, 0.0005 cm2/Vs
K_i = 7.8809e+28 cm^-6, sqrt(K_i) = 2.8073e+14 cm^-3
Full model: P (bar), n, p, V (cm^-3), sigma_el, sigma_total (S/cm)
1.00e-20 1.413e+16 5.577e+12 5.007e+18 2.265e-04 1.029e-03
1.00e-16 1.414e+15 5.573e+13 5.001e+18 2.328e-05 8.245e-04
1.31e-13 2.349e+14 3.355e+14 5.000e+18 7.526e-06 8.086e-04
1.00e-06 4.476e+12 1.761e+16 4.991e+18 1.975e-04 9.972e-04
2.00e-01 2.154e+11 3.658e+17 4.817e+18 4.102e-03 4.874e-03
Quarter-power law: n(1e-20 bar) = 1.414e+16 cm^-3
Quarter-power law: p(0.2 bar) = 3.727e+17 cm^-3
d ln n/d ln P at 1e-30 bar = -0.2195
d ln n/d ln P at 1e-20 bar = -0.2498
d ln n/d ln P at 1e-13 bar = -0.2500
d ln n/d ln P at 2e-01 bar = -0.2453
d ln n/d ln P at 1e+06 bar = -0.0851
d ln n/d ln P, no acceptors, 1e-20 bar = -0.1667
Crossing n = p: P = 6.439e-14 bar
Electronic minimum: P = 1.314e-13 bar = 9.857e-11 Torr
Electronic minimum, formula: P = 1.314e-13 bar
Electronic minimum: sigma_el = 7.526e-06 S/cm
Total minimum: P = 1.346e-13 bar, formula 1.347e-13 bar
Total minimum: n* = 2.335e+14, p* = 3.376e+14 cm^-3
Total minimum: sigma = 8.0861e-04 S/cm
Ionic conductivity e mu_V A = 8.0109e-04 S/cm
Electronic share at total minimum = 0.93 %
Plateau ratio r = 4.698e-03
Ionic plateau: 6.21e-23 to 2.66e-04 bar
d ln sigma_total/d ln P at 0.2 bar = 0.205
Harsh case (A = 1e+15 cm^-3, mu_V = 0.02 cm2/Vs):
  P_min full 6.660e-05, exact formula 6.660e-05 bar
  P_min from electronic quarter-power law 1.314e-05 bar
Trap constant K_A: 0.3 eV 3.08e+19, 1.0 eV 9.12e+15 cm^-3
0.3 eV trap: total P_min times 1.0047
1.0 eV trap: total P_min = 6.12e-06 bar, p = 1.65e+16 cm^-3
1.0 eV trap: electronic P_min times 1.075
Relative permittivity 80: Debye length 3.56 nm
Coulomb energy w/kT = 0.0293, P_el times 1.264
Enthalpies: K_R 6.0 eV, K_i 3.2 eV
10 K hotter: P_el times 1.903
Degeneracy measure p/N_V at 0.2 bar = 3.7e-04
Vacancy site filling V/N_O at P_el = 1.0e-04
Singly/doubly charged V at low edge (0.3 eV) = 1.6e-03
```
